\section*{Why weak-field Coulomb escape is linear but barrier lowering is square-root}

\section{A carrier leaves a charged trap}

A trap in a gate dielectric releases an electron and is left positively charged. The electron moves by short, frequently interrupted steps. It may return to the trap or leave for good, and an applied field helps it leave. Two formulas describe this help. The Poole--Frenkel barrier formula multiplies the rate by $\exp(\beta\sqrt E/kT)$. Onsager's diffusive escape multiplies it by $1+{\rm const}\times E$ in weak field. Both use the same Coulomb attraction and the same field.

The barrier formula needs only the energy along one line and Onsager's problem is three-dimensional, so dimension looks like the cause. Dimension, averaging over directions, and diffusion are therefore separated below. The cause turns out to be what each formula counts: the height of a saddle, or the chance of never returning.

\section{Conventions and the barrier contribution}

The algebra is in atomic units, $\varepsilon$ is the relative permittivity, and $E>0$ is the magnitude of the force on the carrier, which points along $+z$. The potential energy divided by $kT$ is
\begin{equation}
u=-\frac{r_c}{r}-2Fz,\qquad r_c=\frac1{\varepsilon kT},\qquad F=\frac{E}{2kT}.
\end{equation}
At the Onsager radius $r_c$ the Coulomb energy equals $kT$. Over the length $1/F$ the field does work $2kT$. Two dimensionless numbers will recur:
\begin{equation}
b=Fr_c=\frac{E}{2\varepsilon(kT)^2},\qquad x=\sqrt{8b}=\frac{2\sqrt{E/\varepsilon}}{kT}.
\end{equation}

On the downfield line, $u=-r_c/r-2Fr$. Its maximum lies where $r_c/r^2=2F$, so
\begin{equation}
r_s=\sqrt{\frac{r_c}{2F}}=\frac{2r_c}{x},\qquad u(r_s)=-2\sqrt{2Fr_c}=-x .
\end{equation}
Thus $x$ is the barrier lowering in units of $kT$, and $\beta=2/\sqrt\varepsilon$. If the rate depends on the barrier height alone, the field multiplies it by $e^x$. The square root follows from dimensions: without $kT$, the only energy that can be built from the Coulomb strength $1/\varepsilon$ and the force $E$ is proportional to $\sqrt{E/\varepsilon}$.

Since $b=x^2/8$, a law linear in $E$ is a law quadratic in $x$. The question becomes why diffusion has no term of first order in $x$. One warning is already visible: as $E\to0$ the saddle recedes to infinity. For $x<2$ it lies outside $r_c$, where the Coulomb energy is less than $kT$.

\section{Averaging over directions}

Keep the barrier rule, but apply it along every ray. At angle $\theta$ to the force the field term is $-2Fr\cos\theta$. The lowering is then $x\sqrt{\cos\theta}$ in the forward hemisphere; in the backward one the rate is left unchanged, as a convention. With $c=\cos\theta=s^2$, the mean enhancement is
\begin{align}
\frac12+\frac12\int_0^1e^{x\sqrt c}\,dc
&=\frac12+\int_0^1 s\,e^{xs}\,ds\nonumber\\
&=\frac12+\frac{1+(x-1)e^x}{x^2}
=1+\frac x3+\cdots
\end{align}
Averaging reduces the coefficient of $x$, which is proportional to $\sqrt E$, from 1 to $1/3$ but does not remove it. Three dimensions are not enough to give the linear law.

\section{Diffusion on one line}

Now keep one dimension and replace the barrier rule by diffusion. With diffusivity $D$ and the Einstein relation between mobility and $D$, the steady current along the downfield line is
\begin{equation}
J=-D\left(\frac{dn}{dy}+n\frac{du}{dy}\right)=-De^{-u}\frac{dg}{dy},\qquad n=e^{-u}g .
\end{equation}
Let $g=g_0$ at the centre, where the carrier is in local equilibrium, and $g=0$ far away. Integration of $dg/dy=-(J/D)e^u$ gives $J=Dg_0/\mathcal R$ with the resistance $\mathcal R=\int_0^\infty e^u\,dy$. Put $y=r_se^t$. Because $r_c/r_s=2Fr_s=x/2$,
\begin{equation}
\mathcal R=r_s\int_{-\infty}^{\infty}e^{t-x\cosh t}\,dt
=2r_s\int_0^\infty\cosh t\,e^{-x\cosh t}\,dt=2r_sK_1(x),
\end{equation}
where $K_1$ is the modified Bessel function. With $r_s=2r_c/x$,
\begin{equation}
\frac{r_cJ}{Dg_0}=\frac{r_c}{\mathcal R}=\frac{x}{4K_1(x)} .
\end{equation}

For large $x$ the integrand is concentrated near $t=0$, the saddle. There $x\cosh t\simeq x+xt^2/2$, so the width in $t$ is $1/\sqrt x$ and the width in distance is $r_s/\sqrt x$. The Gaussian integral gives $\mathcal R\simeq r_s\sqrt{2\pi/x}\,e^{-x}$, and the rate contains $e^x$. The barrier exponent is recovered when the saddle is sharp.

For small $x$, $K_1\simeq1/x$, and the scaled rate tends to $x^2/4=2b$. It is linear in $E$ and vanishes at zero field, because a diffusing carrier on an infinite line always returns. One-dimensional diffusion therefore has no $\sqrt E$ term in its leading weak-field rate. Dimension is not the cause; using the saddle energy where the saddle is broad is.

\section{Diffusion in three dimensions: the origin of the linear term}

\subsection{The escape equation}

Let $P(\mathbf r)$ be the probability that a carrier at $\mathbf r$ never reaches the centre. In a short time $\delta t$ its mean displacement is $-D\nabla u\,\delta t$, and each Cartesian component has variance $2D\,\delta t$. The value of $P$ now equals its average after the step. Expanding to first order in $\delta t$ gives
\begin{equation}
\nabla^2P-\nabla u\cdot\nabla P=0,\qquad P(0)=0,\quad P(\infty)=1 .
\label{back}
\end{equation}
The release attempts are assumed isotropic and independent of field, so the emission rate is proportional to the angular mean $\bar P$. A carrier that returns is counted again at its next release.

Without field, (\ref{back}) reads $(r^2P')'=r_cP'$. Its solutions are a constant and $e^{-r_c/r}$, and the boundary values select $P_0=e^{-r_c/r}$.

\subsection{Why symmetry does not forbid a linear term}

Reversing the force is equivalent to reversing $z$, which leaves the angular mean unchanged. If $\bar P$ had an ordinary power series in the force, the first correction would be of order $E^2$. That argument fails in an unbounded medium. The field term $2F\partial_zP$ competes with $\nabla^2P$, and at $r\sim1/F$ they are comparable however small $F$ is. The far region must be solved with the field included from the start.

For $r\gg r_c$ drop the Coulomb drift. The return probability $w=1-P$ obeys $\nabla^2w+2F\partial_zw=0$. Substitute $w=e^{-Fz}v$:
\begin{align}
\nabla^2w&=e^{-Fz}(\nabla^2v-2F\partial_zv+F^2v),\nonumber\\
2F\partial_zw&=e^{-Fz}(2F\partial_zv-2F^2v).
\end{align}
The sum gives $\nabla^2v=F^2v$, with the decaying isotropic solution $v=Ce^{-Fr}/r$. At small field $w$ must join $1-e^{-r_c/r}\simeq r_c/r$, so $C=r_c$. In the overlap $r_c\ll r\ll1/F$,
\begin{equation}
w=\frac{r_c}{r}e^{-F(r+z)}\simeq\frac{r_c}{r}-Fr_c(1+\cos\theta).
\label{far}
\end{equation}
The second term is the set of late returns that drift has prevented.

Near the centre, the first-order source in (\ref{back}) is $-2F\partial_zP_0=-2FP_0'\cos\theta$, whose angular mean is zero. The mean correction therefore obeys the zero-field equation and vanishes at the centre, so it is a multiple of $e^{-r_c/r}$. By (\ref{far}) it must tend to $Fr_c=b$. Hence
\begin{equation}
\bar P=e^{-r_c/r}(1+b+\cdots).
\label{linear}
\end{equation}
The near region supplies the factor $e^{-r_c/r}$ and the far region supplies $b$. The result is linear in the magnitude $|E|$, so it respects the symmetry, but it is not analytic in the force vector.

\subsection{Removing the far region}

If this explanation is right, a boundary at finite distance must destroy the linear term. Let reaching a sphere of radius $R$ count as escape. Then $v$ vanishes at $R$:
\begin{equation}
v=r_c\frac{\sinh F(R-r)}{r\sinh FR}\simeq\frac{r_c}{r}-r_cF\coth FR .
\end{equation}
To leading order in $r_c/R$, the term $b$ in (\ref{linear}) is replaced by
\begin{equation}
r_cF\coth FR\simeq\frac{r_c}{R}+\frac{r_cRF^2}{3}\qquad(FR\ll1).
\label{sphere}
\end{equation}
The growth is now quadratic. A numerical solution of (\ref{back}) tested this with $R=100r_c$ and release near $r_c/2$: doubling $FR$ from 0.2 to 0.4 multiplied the growth by 3.97. A linear law would give 2.

\section{The full diffusive law}

The weak-field argument does not show how the barrier exponent reappears. For that, seek $P$ as a function of $A=r_c/r$ and $B=F(r+z)$ alone. The required products are
\begin{align}
|\nabla A|^2&=\frac{A^2}{r^2},\quad |\nabla B|^2=\frac{2FB}{r},\quad \nabla A\cdot\nabla B=-\frac{AB}{r^2},\nonumber\\
\nabla^2A&=0,\quad \nabla^2B=\frac{2F}{r},\nonumber\\
-\nabla u\cdot\nabla A&=\frac{A^2-2AB}{r^2}+\frac{2FA}{r},\nonumber\\
-\nabla u\cdot\nabla B&=-\frac{AB}{r^2}+\frac{2FB}{r}.
\end{align}
The third line uses $F\cos\theta=B/r-F$. Insert these in (\ref{back}). It is sufficient that the terms in $1/r^2$ and in $2F/r$ vanish separately (subscripts denote derivatives):
\begin{align}
AP_{AA}-2BP_{AB}+(A-2B)P_A-BP_B&=0,\label{one}\\
BP_{BB}+P_B+AP_A+BP_B&=0.\label{two}
\end{align}

Let $M$ and $N$ be independent Poisson variables with means $A$ and $B$. The solution is
\begin{equation}
P=\Pr[M\le N].
\end{equation}
To verify it, use the rule that the derivative of a Poisson probability $p_m$ with respect to its mean is $p_{m-1}-p_m$. Then $P_A=-\Pr[M=N]=-QH$ and $P_B=\Pr[M=N+1]=QG$, with $Q=e^{-A-B}$ and
\begin{equation}
H=\sum_{n\ge0}\frac{(AB)^n}{n!^2},\qquad G=\sum_{n\ge0}\frac{A^{n+1}B^n}{n!(n+1)!}.
\end{equation}
Differentiating term by term gives $AH_A=BH_B=BG$ and $(BG)_B=AH$. The first two terms of (\ref{two}) are $(BP_B)_B=Q(AH-BG)$, and the last two are $Q(-AH+BG)$; the sum is zero. In (\ref{one}), $P_{AA}=Q(H-H_A)$ and $P_{AB}=Q(H-H_B)$. All terms in $H$ cancel, leaving $Q(-AH_A+2BH_B-BG)=Q(-1+2-1)BG=0$.

At the centre $A\to\infty$ and $B\to0$, so $P\to0$. Far away $P\ge\Pr[M=0]=e^{-A}\to1$. The difference of two solutions with these limits can have no interior maximum or minimum, so the solution is unique. A direct numerical solution of (\ref{back}), for $b=0.2$ and 1 and release near 0.4, 1 and 2 times $r_c$, agreed with it to a relative error of at most $1.6\times10^{-5}$.

Directly upfield, $B=0$ and $P=e^{-A}$ whatever the field. To first order in $B$, $P=e^{-A}(1+AB)$ with $AB=b(1+\cos\theta)$. The angular mean reproduces (\ref{linear}) for any fixed release distance.

For release close to the centre, $B\to0$ while $AB$ stays finite, and $\Pr[N\ge m]\simeq B^m/m!$. Therefore
\begin{equation}
e^AP=\sum_m\frac{A^m}{m!}\Pr[N\ge m]\to\sum_m\frac{[b(1+\cos\theta)]^m}{m!^2}.
\end{equation}
The mean of $(1+\cos\theta)^m$ is $\frac12\int_0^2q^m\,dq=2^m/(m+1)$. Since $2b=x^2/4$, the enhancement over zero field is
\begin{equation}
\Phi=\sum_m\frac{(x^2/4)^m}{m!(m+1)!}=\frac{2I_1(x)}{x}=1+b+\frac{b^2}{3}+\cdots
\label{onsager}
\end{equation}
This is Onsager's law. It contains only even powers of $x$, hence integer powers of $E$. In strong field $I_1\simeq e^x/\sqrt{2\pi x}$, and
\begin{equation}
\Phi\simeq\sqrt{\frac2\pi}\,x^{-3/2}e^x .
\end{equation}
The barrier formula thus has the right exponent for $x\gg1$ but lacks the factor $x^{-3/2}$. From $I_1'=I_2+I_1/x$, the slope is $d\ln\Phi/dx=I_2/I_1$, where the barrier formula has 1. A plot of $\ln\Phi$ against $\sqrt E$ therefore gives too small a $\beta$ if it is read with the barrier formula.

\section{Weighing the contributions in a hafnia-like film}

Take rough values for a thick hafnia film: static permittivity 20, temperature 300~K, thickness 100~nm. Then $kT=0.02585$~eV and $r_c=2.785$~nm (27.85~\AA).

At 0.02~MV/cm, $1/F=25.85$~nm. Hence $b=2.785/25.85=0.108$ and $x=\sqrt{8\times0.108}=0.93$. The lowering is $0.93\times0.02585=0.024$~eV, less than $kT$. The saddle is at $2\times2.785/0.928=6.0$~nm, and its thermal width is 1.04 times that distance, so there is no sharp saddle. The series (\ref{onsager}) gives $1+0.108+0.004=1.112$.

\begin{center}
\begin{tabular}{rrrrr}
$E$ (MV/cm) & $1+b$ & $\Phi$ & averaged barrier & $e^x$\\
0.02 & 1.11 & 1.11 & 1.45 & 2.53\\
0.10 & 1.54 & 1.64 & 2.72 & 7.97\\
0.20 & 2.08 & 2.54 & 4.85 & 18.8\\
1.00 & 6.39 & 31.6 & 92.1 & 709
\end{tabular}
\end{center}

At 0.02~MV/cm the barrier formula predicts an increase of 153\%. Averaging over directions brings it to 45\%, and diffusion to 11\%. Averaging removes much of the excess, but the remainder still starts as $\sqrt E$ in weak field. The linear law holds well below $b=1$, reached at 0.19~MV/cm. At 1~MV/cm the slope $I_2/I_1$ is 0.78, so even there a barrier plot would read $\beta$ about 22\% low for release at the centre. For release at 0.5~nm the slope at this field is only about 0.44, and the plot would give less than half of $\beta$. The reason is that the field lowers the energy at the release point as well as at the saddle. Directly downfield, the barrier seen from a distance $r<r_s$ is $r_c/r-x+2Fr$ in units of $kT$. Since $2Fr=x^2r/4r_c$, this barrier falls with $x$ at the rate $1-r/r_s$, which is 0.41 here, not 1. In still stronger field the escape probability approaches its limit of 1, so the enhancement cannot exceed $e^{r_c/r}$. These results for finite release distance rest on the assumption that release does not depend on field. If release is thermal, so that a site is reached with the extra Boltzmann weight $e^{2Fz}$, the energy gained at the release point is recovered in the release rate: from 0.5~nm the enhancement at 1~MV/cm is then 38, the slope is 0.86, and the bound no longer applies.

One-dimensional diffusion approaches its linear limit slowly. Its scaled rate is 0.143 at 0.01~MV/cm and 0.341 at 0.02~MV/cm, a ratio of 2.4, while $2b$ is 0.108 and 0.215. The reason is the next term of the Bessel function, $xK_1(x)\simeq1+\frac12x^2\ln(x/2)$. Since $\frac12x^2=4b$, this term is $-0.24$ and $-0.33$ at the two fields, and its logarithm makes it fade more slowly than $E$.

\section{Where real films depart from the model}

The linear law needs room: $r_c\ll1/F\ll R$, with $R$ the distance to the electrodes. For a trap in the middle of the 100~nm film, $R=50$~nm. A carrier must cross the sphere touching both electrodes before it reaches one, and must reach an electrode before it can go farther. The sphere and the unbounded medium therefore bracket the film. To leading order, at 0.02~MV/cm they give 0.112 and 0.108 for the term added to 1. At zero field they give $r_c/R=0.056$ and 0. The growth measured from the film's own zero-field rate is thus at least about half of $b$. For two plane absorbing electrodes, summing the alternating images of $e^{-Fr}/r$ gives the term $b+(r_c/R)\ln(1+e^{-2FR})$, which is 0.109 at this field and 0.039 at zero field, a growth of about two thirds of $b$. In a 5~nm gate film $R=2.5$~nm is less than $r_c$, and there is no linear window of this origin. The nearby electrodes raise the zero-field escape by up to $e^{r_c/R}=3.05$. Image forces are left out of these estimates.

Other empty charged traps also end the return path. Each captures carriers at the rate $4\pi Dr_c$ per unit density: for uniform $n$ the inward flux is $Dn\oint\nabla u\cdot d\mathbf S=4\pi Dr_cn$, to which the uniform field adds nothing. For trap density $N_t$ the far equation becomes $\nabla^2v=(F^2+\kappa^2)v$ with $\kappa^2=4\pi r_cN_t$, and $b$ becomes $r_c\sqrt{F^2+\kappa^2}$ to leading order. At $10^{16}$~cm$^{-3}$ and 0.02~MV/cm this is 0.120, of which $r_c\kappa=2.785/53.5=0.052$ is present without field. At $10^{18}$~cm$^{-3}$ the capture length is 5.3~nm, and the field-dependent part falls to roughly $r_cF^2/2\kappa\approx0.01$. These estimates average over the traps, which requires a capture length well above the trap spacing $N_t^{-1/3}$. The spacing is 46~nm at the lower density and 10~nm at the higher, so the first estimate is marginal and the second only an indication that a dense trap network weakens the linear law. The traps' own space charge is also neglected. If it is not compensated, $10^{18}$~cm$^{-3}$ of charged traps in the 100~nm film produce about 0.45~MV/cm at the electrodes, far more than the applied 0.02~MV/cm.

The static permittivity suits slow hopping, in which the lattice follows the charge. A rough optical value of 4.5 would raise the slope $b/E$ from 5.4 to 24 per MV/cm. At 400~K, with permittivity held at 20, the slope is 3.0 per MV/cm, since $b\propto T^{-2}$. The release distance leaves the linear term unchanged but matters in strong field: for field-independent release from 0.5~nm the enhancement at 1~MV/cm is 13, against 32 for release at the centre.

At high field other assumptions fail. With hops of 0.35~nm, the field energy per hop at 2~MV/cm is $2.7kT$ and a hop is 0.58 of the saddle distance, so continuous diffusion is no longer justified. Close to the trap it fails sooner: over a hop outward from 0.5~nm the Coulomb energy alone changes by $2.3kT$. The strong-field enhancements for close release therefore belong to the continuous model, and in a hopping film they depend on the hop rates. For a band carrier of mass $0.2m_e$ and a trap 1~eV deep, a semiclassical estimate of thermally assisted tunnelling, made with the static permittivity, gives a gain in the exponent at the most favourable single energy of 0.05 at 0.5~MV/cm and 4.2 at 1~MV/cm. Integrating over all energies raises the gain in the logarithm of the rate to about 1.9 and 7.1. A band carrier tunnels too fast for the lattice to follow, and with the optical permittivity of 4.5 these gains fall to about 1.1 and 4.0. In either case tunnelling of such a carrier already matters at 0.5~MV/cm. A heavy hopping polaron would tunnel less. With these parameters, and for release at the centre, the slope comes near the barrier value only at fields where tunnelling or finite hops already compete with it. For field-independent release at 0.5~nm, but not for thermal release weighted by $e^{2Fz}$, the slope does not rise above about one half: in weak field the saddle is broad, and in strong field it approaches the release point. The remaining fields and sizes are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: rel. permittivity 20.0, T 300 K, film 100 nm
kT = 0.02585 eV
Onsager radius = 2.785 nm = 27.85 angstrom
linear slope b/E = 5.386 per MV/cm
field where b = 1: 0.186 MV/cm
field where x = 1: 0.0232 MV/cm
Enhancements over zero field (dimensionless):
E(MV/cm)   b       x     Onsager   1+b    exp(x)  avg.barrier
 0.01   0.0539   0.656     1.055   1.054     1.928     1.284
 0.02   0.1077   0.928     1.112   1.108      2.53      1.45
 0.05   0.2693   1.468     1.295   1.269      4.34     1.906
 0.10   0.5386   2.076     1.645   1.539     7.971     2.722
 0.20   1.0773   2.936     2.542   2.077     18.83     4.846
 0.50   2.6932   4.642     7.549   3.693     103.7     18.08
 1.00   5.3865   6.564     31.62   6.386     709.4     92.13
 2.00  10.7729   9.284     290.8  11.773 1.076e+04      1035
E(MV/cm) saddle(nm) 1/F(nm) lowering(eV) width/saddle I2/I1
 0.01     8.485    51.704    0.0170     1.234     0.161
 0.02     6.000    25.852    0.0240     1.038     0.224
 0.05     3.795    10.341    0.0379     0.825     0.338
 0.10     2.683     5.170    0.0537     0.694     0.445
 0.20     1.897     2.585    0.0759     0.584     0.561
 0.50     1.200     1.034    0.1200     0.464     0.700
 1.00     0.849     0.517    0.1697     0.390     0.782
 2.00     0.600     0.259    0.2400     0.328     0.843
1D diffusion rate x/(4 K1), at 0.01 and 0.02 MV/cm: 0.14261 0.34063
Tests: worst relative error of escape law 1.6e-05
growth ratio on doubling weak field, finite sphere: 3.969
Neglected effects:
b with absorbing sphere R = 50 nm, 0.02 MV/cm: 0.1123
zero-field factor, sphere in 5 nm gate film: 3.05
traps 1e+16 cm^-3: capture length 53.5 nm, b(0.02) -> 0.1197
traps 1e+18 cm^-3: capture length 5.3 nm, b(0.02) -> 0.5320
optical permittivity 4.5: radius 12.38 nm, slope 23.94 per MV/cm
slope at 400 K: 3.030 per MV/cm
release at 0.5 nm: zero-field escape probability 0.00381
  enhancement for that release at 0.02 MV/cm: 1.1102
  enhancement for that release at 1.00 MV/cm: 13.0192
hop 0.35 nm: hop/radius 0.126, hop/saddle at 2 MV/cm 0.583
field energy per hop / kT at 0.02 and 2 MV/cm: 0.0271 2.708
tunnelling: band mass 0.2 m_e, trap depth 1.0 eV
  exponent gained by tunnelling at 0.02 MV/cm: 0.00
  exponent gained by tunnelling at 0.10 MV/cm: 0.00
  exponent gained by tunnelling at 0.20 MV/cm: 0.00
  exponent gained by tunnelling at 0.50 MV/cm: 0.05
  exponent gained by tunnelling at 1.00 MV/cm: 4.20
  exponent gained by tunnelling at 2.00 MV/cm: 15.45
top field / rough breakdown field (4 MV/cm): 0.50
\end{verbatim}
